\section*{Tuning a Rubidium Pair into Förster Resonance with an Electric Field}

\section*{Problem}

Two distant rubidium-85 atoms are both in the state $37P_{3/2}$ with $|m|=1/2$, where $m$ is the projection of the electronic angular momentum $j$ on a static electric field $F$. The pair can exchange energy through the dipole--dipole interaction and go over to $37S_{1/2}+38S_{1/2}$. The transfer is resonant when
\begin{equation}
D(F)=2E_{37P}(F)-E_{37S}(F)-E_{38S}(F)
\label{eq:D}
\end{equation}
vanishes. Such a coincidence of pair energies is called a F\"orster resonance.

The zero-field levels follow from measured quantum defects, which are input data here:
\begin{equation}
E=-\frac{\mu}{2n^{*2}},\qquad n^*=n-d_0-\frac{d_2}{(n-d_0)^2}.
\label{eq:ritz}
\end{equation}

\begin{center}
\begin{tabular}{lll}
series & $d_0$ & $d_2$\\
$S_{1/2}$ & 3.1311804 & 0.1784\\
$P_{1/2}$ & 2.6548849 & 0.2900\\
$P_{3/2}$ & 2.6416737 & 0.2950\\
$D_{3/2}$ & 1.34809171 & $-0.60286$\\
$D_{5/2}$ & 1.34646572 & $-0.59600$\\
$F_{5/2}$ & 0.0165192 & $-0.085$\\
$F_{7/2}$ & 0.0165437 & $-0.086$
\end{tabular}
\end{center}

Quantum defects for $l\ge4$ are set to zero. Formulas are in Hartree atomic units, and $\mu$ is the reduced mass of electron and ion. Energies are quoted as frequencies in MHz, fields in V/cm and radial integrals in Bohr radii $a_0$, because the pair defect is inconveniently small in hartree. Hyperfine structure, the response of the ion core to the field and the interaction shift of the pair are neglected.

\begin{enumerate}
\item Find $D(0)$. Can a field close the gap?
\item Obtain the radial and angular factors of the dipole matrix elements.
\item Compute the polarizabilities and the resonance field to second order.
\item Find the correction from higher orders, and judge how many digits of the field are meaningful.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Keep the binding energies to a hundredth of a MHz, since they nearly cancel in $D(0)$.
\item Outside the core the electron sees $-1/r$. The energy is known, so the radial equation can be integrated inward from large $r$ without a model of the core. In the variable $x=\sqrt r$ the oscillations are much more evenly spaced than in $r$.
\item Write each state of given $j,m$ as a sum of products of an orbital and a spin state. The field does not act on the spin.
\item Define $\alpha$ by $E(F)=E(0)-\alpha F^2/2$. What matters is a combination of three polarizabilities.
\item Diagonalize the Hamiltonian in the field and compare its pair defect with the quadratic law. Which power of $F$ comes next?
\end{enumerate}

\section*{Solution}

\subsection*{1. The gap without a field}

For $37P_{3/2}$, $n-d_0=34.3583263$, and the last term of Eq.~\eqref{eq:ritz} is $0.2950/34.3583263^2=0.000250$. Hence $n^*=34.358076$. The same steps give $33.868664$ for $37S$ and $34.868673$ for $38S$. As a frequency, $\mu/2$ hartree is $3.28982\times10^9$ MHz. With unrounded values of this constant and of $n^*$, the energies are
\begin{align*}
E_{37P}&=-2786856.12\ \text{MHz},\\
E_{37S}&=-2867979.86\ \text{MHz},\\
E_{38S}&=-2705835.52\ \text{MHz}.
\end{align*}
The pair defect is therefore
\begin{equation}
D_0=D(0)=-5573712.24+5573815.38=103.14\ \text{MHz}.
\end{equation}
The $P$ level lies almost midway between the two $S$ levels, each about $81\,000$ MHz away. Since $D_0>0$, the $PP$ pair is the higher one. A field can close the gap if it lowers two $P$ atoms by more than it lowers the two $S$ atoms together.

\subsection*{2. Dipole matrix elements}

\paragraph{Radial part.} Let $u(r)$ be $r$ times the radial wave function. Outside the core,
\begin{equation}
u''=Qu,\qquad Q=\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^{*2}} .
\end{equation}
The reduced-mass correction to lengths, less than one part in $10^5$, is dropped. Put $r=x^2$ and $u=x^{1/2}\chi(x)$. Since $d/dr=(2x)^{-1}d/dx$,
\begin{align}
\frac{du}{dr}&=\tfrac12x^{-1/2}\chi'+\tfrac14x^{-3/2}\chi,\\
\frac{d^2u}{dr^2}&=\tfrac14x^{-3/2}\chi''-\tfrac3{16}x^{-7/2}\chi .
\end{align}
The factor $x^{1/2}$ was chosen so that the terms in $\chi'$ cancel in the second line. Setting this equal to $Qx^{1/2}\chi$ and multiplying by $4x^{3/2}$ gives
\begin{equation}
\chi''=g\chi,\qquad
g=\frac{(2l+\frac12)(2l+\frac32)}{x^2}-8+\frac{4x^2}{n^{*2}},
\end{equation}
because $4l(l+1)+\frac34=(2l+\frac12)(2l+\frac32)$.

On a grid of step $h$, Taylor expansion gives
\[
\chi_{k+1}-2\chi_k+\chi_{k-1}=h^2\chi_k''+\frac{h^4}{12}\chi_k''''+O(h^6).
\]
Replace $\chi''$ by $g\chi$, and $h^2\chi''''$ by the second difference of $g\chi$. With $y=(1-h^2g/12)\chi$ the result is Numerov's rule,
\begin{equation}
y_{k+1}=2y_k-y_{k-1}+h^2g_k\chi_k .
\end{equation}
The integration starts far outside the classical region and runs inward, the direction in which the required solution grows. It stops at $r=2a_0$. For larger $l$ the solution is cut inside the inner turning point, where an admixture of the irregular solution would take over. Since $dr=2x\,dx$, normalization and radial integrals are
\begin{equation}
2\!\int\! x^2\chi^2dx=1,\qquad
R_{ab}=\int u_a r u_b\,dr=2\!\int\! x^4\chi_a\chi_b\,dx .
\end{equation}
The decaying solution is also a normalized Whittaker function. For four of the states, including the three of the pair, the two were tested against each other at three radii and agree within $5\times10^{-4}$ of the largest amplitude. The integrals needed most are
\[
|R|=1320.8,\ 1289.2,\ 1631.9,\ 876.7\ a_0
\]
between $37P_{3/2}$ and $37S$, $38S$, $36D_{5/2}$, $35D_{5/2}$ respectively.

\paragraph{Angular part.} With $|l,m_l\rangle$ for the orbital state and arrows for the spin, coupling to $m=1/2$ gives
\begin{align}
|P_{3/2}\rangle&=\sqrt{\tfrac23}\,|1,0\rangle{\uparrow}+\sqrt{\tfrac13}\,|1,1\rangle{\downarrow},\\
|D_{5/2}\rangle&=\sqrt{\tfrac35}\,|2,0\rangle{\uparrow}+\sqrt{\tfrac25}\,|2,1\rangle{\downarrow},\\
|D_{3/2}\rangle&=-\sqrt{\tfrac25}\,|2,0\rangle{\uparrow}+\sqrt{\tfrac35}\,|2,1\rangle{\downarrow}.
\end{align}
The orbital elements follow from
\begin{equation}
\langle l,m_l|\cos\theta|l-1,m_l\rangle=\sqrt{\frac{l^2-m_l^2}{4l^2-1}} .
\end{equation}
They are $1/\sqrt3$ for $|1,0\rangle\to|0,0\rangle$, $2/\sqrt{15}$ for $|1,0\rangle\to|2,0\rangle$ and $1/\sqrt5$ for $|1,1\rangle\to|2,1\rangle$. Therefore
\begin{align}
\langle S_{1/2}|\cos\theta|P_{3/2}\rangle^2&=\tfrac23\cdot\tfrac13=\tfrac29,\\
\langle D_{5/2}|\cos\theta|P_{3/2}\rangle^2&=\Bigl(\tfrac{2\sqrt2}{\sqrt{75}}+\tfrac{\sqrt2}{\sqrt{75}}\Bigr)^2=\tfrac6{25},\\
\langle D_{3/2}|\cos\theta|P_{3/2}\rangle^2&=\bigl(-\tfrac4{15}+\tfrac3{15}\bigr)^2=\tfrac1{225}.
\end{align}
Their sum, $7/15$, equals the mean of $\cos^2\theta$ in the $P$ state, $\frac23\cdot\frac35+\frac13\cdot\frac15$, as completeness requires.

The radial and angular parts were tested together on hydrogen. In one degenerate shell the eigenvalues of $z$ must be $3nk/2$, with integers $k$ known from parabolic coordinates. The largest deviation is $1.2\times10^{-6}$ of the largest eigenvalue. This case also marks a limit of what follows: where states of opposite parity are degenerate, the shift is linear in $F$ and a polarizability does not describe it. The quantum defects remove that degeneracy for the $S$, $P$ and $D$ levels used here.

\subsection*{3. Polarizabilities and the resonance field}

The electron has charge $-1$, so a field along $+z$ adds $+Fz$ to the Hamiltonian. This term conserves $m$ and changes $l$ by one, so the first-order shift $F\langle i|z|i\rangle$ vanishes. To first order the state acquires admixtures with coefficients $-Fz_{ki}/(E_k-E_i)$. Their contribution to the energy is
\begin{equation}
E_i(F)-E_i(0)=-F^2\sum_k\frac{|z_{ki}|^2}{E_k-E_i},
\end{equation}
and comparison with $-\alpha_iF^2/2$ gives
\begin{equation}
\alpha_i=2\sum_k\frac{|z_{ki}|^2}{E_k-E_i}.
\label{eq:alpha}
\end{equation}
States above $i$ push it down and contribute positively, while states below push it up.

In the present units each $z$ is multiplied by $\kappa=ea_0/(2\pi\hbar)=1.2795$ MHz per (V/cm)$\,a_0$. For $37P_{3/2}$, the nearest $D_{5/2}$ level lies 47398 MHz higher and contributes
\[
\frac{2(1.2795)^2\,(6/25)\,(1631.9)^2}{47398}=44.2\ \frac{\text{MHz}}{(\text{V/cm})^2}.
\]
The leading terms for $37P_{3/2}$, $m=1/2$, in the same unit are:

\begin{center}
\begin{tabular}{lrr}
state $k$ & $E_k-E_i$ (MHz) & term in $\alpha$\\
$36D_{5/2}$ & 47398 & 44.157\\
$37S_{1/2}$ & $-81124$ & $-15.649$\\
$38S_{1/2}$ & 81021 & 14.928\\
$35D_{5/2}$ & $-117817$ & $-5.126$\\
$36D_{3/2}$ & 47141 & 0.824
\end{tabular}
\end{center}

The two $S$ terms nearly cancel because $P$ lies almost midway between them and the two radial integrals are similar. What remains is mainly the push from $36D_{5/2}$. For the $S$ states, terms from $P$ levels above and below also largely cancel. In $37S$, for example, the four leading terms are $15.649$, $-12.148$, $8.289$ and $-5.702$. The complete sums are
\begin{equation}
\alpha_P=38.972,\quad \alpha_{37S}=6.111,\quad \alpha_{38S}=7.374\ \frac{\text{MHz}}{(\text{V/cm})^2}.
\end{equation}
The $P$ state is thus more than five times as polarizable as either $S$ state. The last digits depend on how the core region is treated. Other inner cutoffs or a model core potential move $\alpha_P$ by about $0.002$, the combination $A$ below by about $0.004$ in the same unit, and the radial integrals by up to $0.1\,a_0$.

The sums run over levels with $|n^*-34.4|\le7.5$. The rest, including the continuum, can be bounded. Completeness gives $\sum_k|z_{ki}|^2=\langle i|z^2|i\rangle$, so the strength missing from the finite sum is known. Every omitted state lies at least an energy $G_i$ away, where $G_i$ is the distance from $E_i$ to the nearer edge of the window. The omitted part of $\alpha_i$ is therefore at most twice the missing strength divided by $G_i$. The numerical radial functions leave out the core and satisfy completeness only approximately, so with them the bound becomes an estimate. Added over the four single-atom energies in $D$, it is $5.6\times10^{-5}$ of the combination
\begin{equation}
A=2\alpha_P-\alpha_{37S}-\alpha_{38S}=77.944-13.485=64.459\ \frac{\text{MHz}}{(\text{V/cm})^2}.
\end{equation}
Inserting the quadratic shifts in Eq.~\eqref{eq:D} gives
\begin{equation}
D(F)=D_0-\tfrac12AF^2 .
\label{eq:quad}
\end{equation}
Because $D_0$ and $A$ are both positive, there is a real root:
\begin{equation}
F_{\rm res}=\sqrt{\frac{2D_0}{A}}=\sqrt{\frac{206.28}{64.459}}\ \text{V/cm}=1.789\ \text{V/cm}.
\label{eq:root}
\end{equation}
Had $A$ been negative, the field would have widened the gap.

\subsection*{4. Higher orders and meaningful digits}

The expansion parameter is the ratio of coupling to energy gap. For the dominant neighbour $36D_{5/2}$ at the resonance field it is
\[
\frac{1.2795\cdot1.79\cdot\sqrt{6/25}\cdot1631.9}{47398}\approx0.04 .
\]
Its square is about $10^{-3}$, so small corrections are expected. To include them, diagonalize
\begin{equation}
H_{kk'}=E_k\delta_{kk'}+Fz_{kk'}
\end{equation}
with $l\le10$ and the same range of $n^*$, follow the three states by their largest overlap with the zero-field states, and solve $D(F)=0$. The result is
\begin{equation}
F_{\rm res}=1.7905\ \text{V/cm}=3.482\times10^{-10}\ \text{atomic units}.
\end{equation}

The shift from Eq.~\eqref{eq:root} can be traced. Changing the sign of all basis states with odd $l$ turns $H(F)$ into $H(-F)$, so the levels are even in $F$ and the first correction to Eq.~\eqref{eq:quad} is of order $F^4$. Indeed, the remainder grows by a factor 15.99 when the field is doubled from 0.5 to 1.0 V/cm, against $2^4=16$. At resonance it is $+0.194$ MHz. The slope there is $dD/dF=-115.0$ MHz/(V/cm), so the extra energy must be removed by an additional field of $0.194/115.0=0.0017$ V/cm, in agreement with the difference of the two roots within rounding.

The numerical choices matter less than this. Changing the range of $n^*$, the core cutoff or the potential inside the core moves the root by up to about $0.1$ mV/cm, so the last digit of $1.7905$ is uncertain by one unit. Restricting $l$ to at most 6, or giving the $G$ states a quantum defect of 0.004, does not change it at the printed precision.

The input data are more critical. From Eq.~\eqref{eq:ritz}, $dE/dn^*=\mu/n^{*3}$, and raising $d_0$ lowers $n^*$ by practically the same amount. Two atoms are in the $P$ state, so
\begin{equation}
\delta D_0=-\frac{2\mu}{n^{*3}}\,\delta d_0(P_{3/2}).
\label{eq:sens}
\end{equation}
A change of $+10^{-6}$ gives $\delta D_0=-0.324$ MHz. Since $F_{\rm res}\propto\sqrt{D_0}$ at fixed $A$,
\begin{equation}
\frac{\delta F_{\rm res}}{F_{\rm res}}\approx\frac{\delta D_0}{2D_0}=-\frac{0.324}{206.28}=-1.57\times10^{-3},
\label{eq:rel}
\end{equation}
or $-2.8$ mV/cm, as the full matrix also gives. One unit in the sixth decimal of the $P_{3/2}$ quantum defect thus outweighs the whole fourth-order correction. With the neglected hyperfine structure also in mind, the sensible statement is $F_{\rm res}\approx1.79$ V/cm.

\paragraph{What the resonance means for the pair.} Near $F_{\rm res}$, let $V$ be the coupling between the two pair states, both taken as single normalized states. Apart from a common energy, their Hamiltonian is
\begin{equation}
\begin{pmatrix}D/2&V\\V&-D/2\end{pmatrix}.
\end{equation}
In the language of a spin one half, the state precesses about an axis with components $V$ and $D/2$. Starting from $PP$, the largest probability of finding $SS$ is $V^2/(V^2+D^2/4)$. It is one at $D=0$ and one half at $|D|=2|V|$. For a chosen coupling of 1 MHz, the slope above puts the half-maximum points at $2/115.0=0.017$ V/cm on either side of the resonance. The field must be controlled to about one per cent to stay within them.

\section*{Variation 1: other projections}

\emph{Where is the resonance if one or both $P$ atoms have $|m|=3/2$?}

Reversing the sign of $m$ leaves the energy in an electric field unchanged, so $|m|$ suffices as a label. The state with $m=3/2$ is $|1,1\rangle{\uparrow}$. It has no coupling to $S$, because an $S_{1/2}$ state has no component with $m=3/2$. The amplitudes of $|2,1\rangle{\uparrow}$ in $D_{5/2}$ and $D_{3/2}$ are $\sqrt{4/5}$ and $-\sqrt{1/5}$. With the orbital element $1/\sqrt5$, the squared factors are
\[
\tfrac45\cdot\tfrac15=\tfrac4{25},\qquad \tfrac15\cdot\tfrac15=\tfrac1{25}.
\]
Compared with $m=1/2$, the $D_{5/2}$ terms shrink to $2/3$ of their size and the $D_{3/2}$ terms grow ninefold. The leading term falls from 44.157 to 29.44, while that of $36D_{3/2}$ rises from 0.824 to 7.41. The full sum is $32.496$ MHz/(V/cm)$^2$, smaller than before, so a stronger field is needed.

For one atom of each kind,
\begin{equation}
A=38.972+32.496-13.485=57.983\ \frac{\text{MHz}}{(\text{V/cm})^2},
\end{equation}
and $\sqrt{206.28/57.983}=1.886$ V/cm. For two atoms with $|m|=3/2$, $A=64.992-13.485=51.507$ in the same unit and the field is $2.001$ V/cm. The full matrix gives 1.888 and 2.002 V/cm. The splitting of the $P_{3/2}$ level by the field therefore produces three separate resonances, about 0.1 V/cm apart. These are conditions on the energy alone. The strength of the coupling at each of them depends also on the direction of the line joining the atoms, which has not entered here.

\section*{Variation 2: from the field back to the quantum defect}

\emph{Suppose the resonance field of the $|m|=1/2$ pair is measured with a relative error of $10^{-3}$. How well does it fix $D_0$ and the $P_{3/2}$ quantum defect, if everything else is known?}

To second order, Eq.~\eqref{eq:root} inverts to $D_0=AF_{\rm res}^2/2$. The higher-order remainder of $0.194$ MHz found in part 4 must be subtracted from this value, since it is about as large as the error estimated below. It hardly changes within the error of the field, so at fixed $A$ the relative error still doubles,
\begin{equation}
\frac{\delta D_0}{D_0}=2\,\frac{\delta F_{\rm res}}{F_{\rm res}}=2\times10^{-3},
\end{equation}
so $D_0$ is fixed to $0.21$ MHz. By Eq.~\eqref{eq:sens}, with 0.324 MHz per $10^{-6}$, this corresponds to
\begin{equation}
|\delta d_0(P_{3/2})|=\frac{0.21}{0.324}\times10^{-6}\approx6\times10^{-7}.
\end{equation}
The near-cancellation that makes the field hard to predict makes it a sensitive measure of the levels. For the real atom this precision lies below the neglected hyperfine structure. Scaling the ground-state splitting with $1/n^{*3}$ gives about $0.4$ MHz for each of $37S$ and $38S$, more than the $0.21$ MHz above. The hyperfine levels must therefore be included before the quantum defect can be fixed this well.

The measurement fixes a difference between series, however. Raising $d_0$ of the $S$ series lowers both $S$ levels and changes $D_0$ by
\begin{equation}
+\mu\left(\frac1{n_{37S}^{*3}}+\frac1{n_{38S}^{*3}}\right)\delta d_0(S).
\end{equation}
The two values of $n^*$ lie almost symmetrically about that of $37P_{3/2}$, so the bracket is close to $2/n_{37P}^{*3}$. A common shift of the $S$ and $P_{3/2}$ quantum defects nearly drops out of $D_0$, and the resonance field is only weakly sensitive to it.

The assumption of fixed $A$ also has a price. An error of $10^{-3}$ in $A$ changes the inferred $D_0$ by $10^{-3}$, half the effect of the assumed field error. The combination $A$ must therefore be known at least that well before the field can be used in this way. The total polarizabilities and their leading terms are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input mass of Rb-85: 84.9118 u
input S1/2: d0 = 3.1311804, d2 = 0.1784
input P1/2: d0 = 2.6548849, d2 = 0.29
input P3/2: d0 = 2.6416737, d2 = 0.295
input D3/2: d0 = 1.34809171, d2 = -0.60286
input D5/2: d0 = 1.34646572, d2 = -0.596
input F5/2: d0 = 0.0165192, d2 = -0.085
input F7/2: d0 = 0.0165437, d2 = -0.086
37P3/2: n* = 34.358076, E = -2786856.12 MHz
37S1/2: n* = 33.868664, E = -2867979.86 MHz
38S1/2: n* = 34.868673, E = -2705835.52 MHz
zero-field pair defect D0 = 103.14 MHz
polarizability terms: state, |radial integral| (Bohr radii),
  energy gap (MHz), contribution (MHz/(V/cm)^2)
37P3/2, m = 1/2:
  36D5/2: 1631.9, 47398, 44.157
  37S1/2: 1320.8, -81124, -15.649
  38S1/2: 1289.2, 81021, 14.928
  35D5/2: 876.7, -117817, -5.126
  36D3/2: 1633.6, 47141, 0.824
  39S1/2: 183.2, 229793, 0.106
37S1/2, m = 1/2:
  37P3/2: 1320.8, 81124, 15.649
  36P3/2: 1215.3, -88471, -12.148
  37P1/2: 1341.4, 78980, 8.289
  36P1/2: 1193.0, -90813, -5.702
38S1/2, m = 1/2:
  38P3/2: 1398.9, 74389, 19.143
  37P3/2: 1289.2, -81021, -14.928
  38P1/2: 1420.8, 72422, 10.141
  37P1/2: 1265.6, -83164, -7.008
total polarizabilities, MHz/(V/cm)^2:
  37P3/2 m=1/2: 38.972; m=3/2: 32.496
  37S: 6.111; 38S: 7.374
  pair combination, both m=1/2: 64.459
bound on omitted states / combination: 5.6e-05
second-order resonance field: 1.7889 V/cm
full-matrix resonance field: 1.7905 V/cm
  the same in atomic units: 3.4821e-10
remainder beyond F^2 at resonance: 0.194 MHz
remainder ratio, 1.0 to 0.5 V/cm: 15.99
slope of pair defect at resonance: -115.0 MHz/(V/cm)
|m| = 1/2 and 3/2: second order 1.8861, full 1.8876 V/cm
|m| = 3/2 and 3/2: second order 2.0012, full 2.0023 V/cm
P3/2 defect +1e-6: D0 changes by -0.324 MHz
  and the field by -2.816 mV/cm
field change, l <= 6: 0.0000 mV/cm
field change, narrower n* range: -0.0452 mV/cm
field change, core cutoff doubled: -0.0554 mV/cm
field change, G defect 0.004: -0.0000 mV/cm
hydrogen shell test, relative error: 1.2e-06
\end{verbatim}
